# How three vias share current between two overlapping resistive lines

**Question**

Two metal lines on neighbouring levels overlap, and three equal vias join them. Each via has resistance \(R\). Between neighbouring vias, each line has segment resistance \(r\). A current \(I\) enters the upper line at via 1 and leaves the lower line at via 3, the opposite end of the overlap.

I am asked to show that each outer via carries the fraction \((R+r)/(3R+2r)\) of the current. My reasoning gives something else. A path through via 1 crosses one via and two lower segments. A path through via 2 crosses one upper segment, one via and one lower segment. A path through via 3 crosses two upper segments and one via. Each path adds up to \(R+2r\), so shouldn't each via carry one third? And may I assume that the two outer currents are equal?

**Answer**

Your path sums are right, but the paths share segments. The drop along a shared segment depends on all the current in it, so the three paths are not independent resistors in parallel.

You can see the failure by trying the equal split. The first upper segment would carry \(2I/3\), since only via 1 has taken its share, while the first lower segment would carry \(I/3\). Going from via 1 to via 2, the upper potential would fall by \(2rI/3\) and the lower one by \(rI/3\). The voltage across via 2 would then be smaller than that across via 1 by \(rI/3\). Equal vias with unequal voltages cannot carry equal currents, so the equal split is impossible. The smaller voltage across via 2 suggests that the middle via takes less than a third, and the solution below confirms it.

**Setting up the currents**

Assume steady ohmic conduction, vias that touch the lines at points, and no other branches. Let \(i_1,i_2,i_3\) be the via currents, positive downward, and count line currents as positive from via 1 towards via 3. Charge conservation gives

\[
i_1+i_2+i_3=I .
\]

The upper segments carry \(I-i_1\) and then \(I-i_1-i_2=i_3\). The lower segments carry \(i_1\) and then \(i_1+i_2=I-i_3\).

Now compare voltage drops. From the upper node at via 1 to the lower node at via 2, you can go down first or along first. Both routes must give the same drop:

\[
Ri_1+ri_1=r(I-i_1)+Ri_2. \tag{1}
\]

The same comparison from the upper node at via 2 to the lower node at via 3 gives

\[
Ri_2+r(I-i_3)=ri_3+Ri_3. \tag{2}
\]

**The outer currents are equal**

There is no need to assume this. Collect the terms in (1) and (2):

\[
(R+2r)i_1-Ri_2=rI,\qquad (R+2r)i_3-Ri_2=rI .
\]

Subtracting the second from the first gives

\[
(R+2r)(i_1-i_3)=0 .
\]

The resistances are positive, so \(i_1=i_3\). Conservation then gives \(i_2=I-2i_1\). Insert this in the first collected equation:

\[
(R+2r)i_1-R(I-2i_1)=rI .
\]

Moving \(RI\) to the right and adding the coefficients of \(i_1\),

\[
(3R+2r)i_1=(R+r)I,
\]

and therefore

\[
\boxed{\frac{i_1}{I}=\frac{i_3}{I}=\frac{R+r}{3R+2r}}
\]

The middle share is what remains:

\[
\frac{i_2}{I}=1-\frac{2(R+r)}{3R+2r}
=\frac{3R+2r-2R-2r}{3R+2r}=\frac{R}{3R+2r}.
\]

Dividing the two results gives \(i_1/i_2=1+r/R\). The crowding into the outer vias is set by the ratio of segment to via resistance.

**Total resistance and limits**

To find the voltage from entry to exit, go down via 1 and along the lower line:

\[
V=Ri_1+ri_1+r(I-i_3)=Ri_1+rI,
\]

where the last step uses \(i_3=i_1\). Hence

\[
R_{\rm eq}=\frac VI=r+\frac{R(R+r)}{3R+2r}.
\]

If \(r\to0\), each line is an equipotential. Each via carries one third, and \(R_{\rm eq}\to R/3\), as for three resistors in parallel.

If \(R\to0\), the outer shares tend to \(1/2\), the middle share tends to zero, and \(R_{\rm eq}\to r\). The lines are then two parallel branches of resistance \(2r\) each. Half the current drops to the lower line at via 1, and the other half stays above until via 3.

Between these limits the outer share rises steadily with \(r\) at fixed \(R\), because

\[
\frac{d}{dr}\,\frac{R+r}{3R+2r}
=\frac{(3R+2r)-2(R+r)}{(3R+2r)^2}
=\frac{R}{(3R+2r)^2}>0 .
\]

**A check by Joule heat**

Write \(x=i_1/I\) and \(y=i_3/I\), and treat them as independent. The heat produced per unit time, divided by \(I^2\), is

\[
\begin{aligned}
P={}&R\left[x^2+(1-x-y)^2+y^2\right]\\
&+r\left[(1-x)^2+y^2+x^2+(1-y)^2\right].
\end{aligned}
\]

Setting the derivatives with respect to \(x\) and \(y\) to zero, and dividing by 2, gives

\[
\begin{aligned}
R(2x+y-1)+r(2x-1)&=0,\\
R(x+2y-1)+r(2y-1)&=0 .
\end{aligned}
\]

These are the loop equations (1) and (2) in another form. Their difference is \((R+2r)(x-y)=0\), so \(x=y\), and either equation then gives \(x=(R+r)/(3R+2r)\). Since \(P\) is a sum of squares with positive coefficients, this point is a minimum. The true currents produce the least heat among all divisions that conserve charge.

**What the equal outer shares depend on**

Suppose the upper segments have resistance \(r_t\) and the lower ones \(r_b\), with \(s=r_t+r_b\). The loop equations become

\[
(R+s)i_1-Ri_2=r_tI,\qquad (R+s)i_3-Ri_2=r_bI .
\]

Subtracting them gives

\[
\frac{i_1-i_3}{I}=\frac{r_t-r_b}{R+s}.
\]

Adding them, with \(i_1+i_3=I-i_2\), gives \((R+s)(I-i_2)-2Ri_2=sI\), so

\[
\frac{i_2}{I}=\frac{R}{3R+s}.
\]

With equal vias and two like segments in each line, the outer shares are therefore equal only if the two lines have equal segment resistance. Unlike segments within a line allow other cases: upper segments \(r,2r\) with lower segments \(2r,r\) give exactly one third in each via. If the upper line is the more resistive one, more current leaves it at the first via.

The position of the exit matters too. Let the current leave the lower line at via 1 instead, with equal lines again. The lower current now flows back towards via 1. The loop between vias 2 and 3 gives

\[
Ri_2=(R+2r)i_3 .
\]

The loop between vias 1 and 2 gives \(Ri_1=2r(i_2+i_3)+Ri_2\). Substitute \(i_1=I-(i_2+i_3)\):

\[
RI=(R+2r)(i_2+i_3)+Ri_2 .
\]

Since \((R+2r)i_3=Ri_2\), the right side is \((R+2r)i_2+Ri_2+Ri_2=(3R+2r)i_2\). Thus

\[
\frac{i_2}{I}=\frac{R}{3R+2r},\qquad
\frac{i_3}{I}=\frac{R^2}{(R+2r)(3R+2r)} .
\]

The middle share is unchanged, but the far via loses current to the near one.

**Numbers for a narrow copper interconnect**

Take lines 50 nm wide and 100 nm thick, and vias 50 nm square and 100 nm high at a pitch of 100 nm. Let the effective copper resistivity be 4 µΩ cm, or 40 Ω nm. At each via bottom put a 3 nm barrier of 200 µΩ cm, or 2000 Ω nm. Then

\[
R=\frac{40\times100}{50\times50}+\frac{2000\times3}{50\times50}
=1.6+2.4=4.0\ \Omega,
\]

\[
r=\frac{40\times100}{50\times100}=0.8\ \Omega .
\]

The outer share is \(4.8/13.6=0.353\), and the middle share is \(4.0/13.6=0.294\). An outer via carries 20% more than the middle one. For \(I=0.1\) mA the currents are 35.3, 29.4 and 35.3 µA. Averaged over the via cross-section, the current densities are 1.41, 1.18 and 1.41 MA/cm².

Equation (1) can be checked directly. Down first, the drop is \(4.8\ \Omega\times35.29\) µA = 0.169 mV. Along first, it is \(0.8\ \Omega\times64.71\) µA \(+\,4.0\ \Omega\times29.41\) µA = 0.169 mV. The total resistance is \(0.8+4.0\times0.3529=2.21\ \Omega\). If the current left at the same end as it entered, the near, middle and far shares would be 0.496, 0.294 and 0.210.

**How far to trust this for a real structure**

These are rough values in the regime of narrow copper dual-damascene wiring, not data for a particular process. The liner that also coats the sidewalls of real lines and vias is left out; if it took 3 nm from each sidewall and from the line bottoms, \(R\) and \(r\) would rise to about 5.2 Ω and 0.94 Ω, and the outer share would be 0.351. The line current density of 2 MA/cm² is high enough for electromigration to be a design concern. Several assumptions of the model fail to some degree in real wiring. The changes below are in percentage points of the total current, and each is the largest change in any one via's share.

- **Unequal vias.** If via 1 alone is 20% more resistive, the shares become 0.321, 0.313 and 0.366. The change is 3.2 points, the largest of the cases considered here.
- **Unequal lines.** If the lower line alone is 20% more resistive, the shares become 0.341, 0.291 and 0.369, a change of 1.6 points.
- **Vias of finite width.** The vias are half a pitch wide, and the lines are as thick as the pitch, so point contacts are a crude picture. A two-dimensional solution for the potential in the same geometry, with each line ending flush with its outer via, gives 0.347, 0.301 and 0.352, a change of 0.7 points. The outer shares differ slightly because the barrier sits at the via bottoms; without it, a half-turn about the centre would exchange the two lines and the outer vias. The resistance is 2.38 Ω, about 8% above the point-via value. The excess comes from current spreading across the line thickness: if the lines are made to conduct almost perfectly in the vertical direction, with the via width kept, the resistance falls to 2.12 Ω and the middle share returns to 0.294. The line ends matter too: with an overhang of 50 nm or more past the outer vias, the shares are 0.349, 0.298 and 0.354 and the resistance is 2.36 Ω.
- **Temperature.** With a rough copper slope of 0.007 µΩ cm/K and a constant barrier, going from 25 °C to 100 °C raises the outer share to 0.354. Self-heating of the line adds little. Its 0.08 W/m, flowing out through a dielectric of 0.3 W/(m K) to a heat sink 1 µm away, warms it by roughly 0.2 K.
- **Ballistic electrons.** The via side is not large compared with the electron mean free path in copper. A free-electron estimate of the Sharvin resistance, the resistance of an opening that electrons cross without scattering, is 0.35 Ω. Adding it to each via lowers the outer share to 0.352.

For these parameters, then, if both the vias and the lines are well matched, each remaining effect listed changes a share by less than one percentage point. That is still noticeable beside the crowding itself. The excess of an outer share over one third is only 2 points, and the two-dimensional geometry (via width and line thickness together) removes about 0.6 of a point from it at via 1 and 0.1 at via 3. A 20% mismatch in one via can outweigh the excess altogether: in the first case above, via 1 falls below one third. Most of these values are listed in the numerical output below.

## Numbers as computed

```
line width, line thickness: 50 100 nm
via side, via height, via pitch: 50 100 100 nm
copper, barrier resistivity: 4.0 200.0 microohm cm
barrier thickness: 3.0 nm
current: 0.100 mA
via copper part, barrier part: 1.600 2.400 ohm
via resistance R: 4.000 ohm
segment resistance r: 0.800 ohm
shares of vias 1,2,3: 0.3529 0.2941 0.3529
outer to middle current ratio: 1.2000
via currents 1,2,3: 35.29 29.41 35.29 microA
via current densities 1,2,3: 1.412 1.176 1.412 MA/cm2
line current density outside overlap: 2.000 MA/cm2
drop to lower node 2, by via 1: 0.1694 mV
drop to lower node 2, by via 2: 0.1694 mV
entry-to-exit resistance: 2.2118 ohm
entry-to-exit voltage: 0.2212 mV
same-end connection, shares near,middle,far: 0.4958 0.2941 0.2101
slender test, field shares: 0.3779 0.2433 0.3788
slender test, point-via shares: 0.3803 0.2394 0.3803
field shares, 5 nm grid: 0.3471 0.3010 0.3519
field shares, 2.5 nm grid: 0.3470 0.3010 0.3520
field resistance, 5 and 2.5 nm grids: 2.3872 2.3826 ohm
field minus point model, resistance: 7.72 %
via 1 resistance +20%, shares: 0.3206 0.3130 0.3664
lower line resistance +20%, shares: 0.3408 0.2907 0.3685
copper resistivity slope (rough): 0.0070 microohm cm/K
temperature rise from 25 C to 100 C: 75 K
R and r at 100 C: 4.2100 0.9050 ohm
shares at 100 C: 0.3542 0.2916 0.3542
copper electron density (rough): 8.5e+28 m^-3
Sharvin resistance of via opening: 0.351 ohm
shares with Sharvin resistance added: 0.3515 0.2969 0.3515
dielectric thermal conductivity (rough): 0.3 W/(m K)
distance to heat sink (rough): 1000 nm
line heating power per length: 0.080 W/m
self-heating of line: 0.17 K
largest share change, finite vias and spreading: 0.69 percentage points
largest share change, via 1 +20%: 3.23 percentage points
largest share change, lower line +20%: 1.56 percentage points
largest share change, 100 C: 0.26 percentage points
largest share change, Sharvin: 0.28 percentage points
```
